Steady ground populations of a J = 1 to 2 transition in linear light

**Problem**

An atom has a ground level with angular momentum J = 1 and an excited level with J = 2. The excited level decays at the rate Γ, and only back to this ground level. Weak linearly polarized light drives the transition for a long time. What fractions of the atoms are found in the ground states m = −1, 0, +1, when m is counted along the polarization?

Assume that all atoms see the same light and the same detuning, that no fluorescence is reabsorbed, that no magnetic field is present, and that nothing but the light changes the ground state. Weak light means that the saturation parameter

s = (Ω²/2)/(δ² + Γ²/4)

is much smaller than one. Here δ is the light frequency minus the transition frequency, in angular units, and Ω is the Rabi frequency that a transition with coupling coefficient one would have.

**Hints**

1. Along the polarization axis the light carries no angular momentum component. Which excited state can each ground state reach?

2. The relative dipole strengths are squares of the coefficients that couple J = 1 and a second angular momentum 1 to J = 2. Start from the state with the largest projection and lower it.

3. The same squares serve twice: they give the relative excitation rates, and they give the probabilities with which an excited state decays to each ground state.

4. An atom that returns to the state it came from has not been pumped. Find the rates at which atoms change m, and let them balance.

5. Ask whether populations suffice, or whether superpositions of different m must be followed as well.

**Solution**

*The coupling coefficients.* Write |m⟩|q⟩ for a ground state with projection m combined with a unit angular momentum of projection q. In absorption, q is the projection that the atom gains. The electric dipole is a vector operator, so by the Wigner–Eckart theorem its matrix element between |1,m⟩ and |2,m+q⟩ is a factor common to all m and q, times the coefficient

C(m,q) = ⟨1 m; 1 q | 2 m+q⟩.

The lowering operator acts as

J₋|j,m⟩ = √(j(j+1) − m(m−1)) |j,m−1⟩.

For j = 1 both steps, from 1 to 0 and from 0 to −1, carry the factor √2. For j = 2 the steps from 2 to 1 and from 1 to 0 carry the factors 2 and √6. The state with the largest projection can be formed in one way:

|2,2⟩ = |1⟩|1⟩.

Lowering both sides, with the operator acting on each factor of the product in turn, gives

2|2,1⟩ = √2(|0⟩|1⟩ + |1⟩|0⟩),

|2,1⟩ = (|0⟩|1⟩ + |1⟩|0⟩)/√2.

Lowering once more, the prefactor 1/√2 cancels the √2 of each step. The state |0⟩|0⟩ is reached from both terms and therefore appears twice:

√6|2,0⟩ = |−1⟩|1⟩ + 2|0⟩|0⟩ + |1⟩|−1⟩.

The squared coefficients can now be read off:

C(0,0)² = 4/6 = 2/3,

C(+1,−1)² = C(−1,+1)² = 1/6,

C(+1,0)² = C(0,+1)² = 1/2.

Reversing the axis changes the sign of every projection and leaves the squares unchanged, so C(−1,0)² = C(0,−1)² = 1/2 as well.

*The excitation rate.* Linear light along the axis has q = 0, so it connects each ground state m to the excited state M = m alone. The Rabi frequency of this pair is Ωₘ = Ω C(m,0). Let g and e be the populations of the pair and ρ the coherence between them (excited index first), in the frame rotating with the light. With the coupling Ωₘ/2 in units of ħ, the coherence obeys

dρ/dt = (iδ − Γ/2)ρ − i(Ωₘ/2)(g − e).

The coherence settles within a few times 1/Γ, much faster than weak light changes the ground populations. Setting its derivative to zero gives

ρ = i(Ωₘ/2)(g − e)/(iδ − Γ/2) = (Ωₘ/2)(g − e)(δ − iΓ/2)/(δ² + Γ²/4).

The light feeds the excited state at the rate −Ωₘ Im ρ. Inserting the imaginary part,

−Ωₘ Im ρ = (Ωₘ²Γ/4)/(δ² + Γ²/4) · (g − e) = W C(m,0)² (g − e), with W = Γs/2.

For s ≪ 1 the excited population e is negligible beside g. An atom in state m then absorbs at the rate W C(m,0)², which is 2W/3 for m = 0 and W/2 for m = ±1.

*The branching ratios.* Decay from M to m has a rate proportional to C(m,M−m)², with the same factor for all pairs. Because |2,M⟩ is normalized, these squares add up to one for each M, so they are the decay probabilities themselves:

from M = 0: 1/6 to m = −1, 2/3 to m = 0, 1/6 to m = +1;

from M = +1: 1/2 to m = +1, 1/2 to m = 0;

from M = −1: 1/2 to m = −1, 1/2 to m = 0.

*The transfer rates.* A change of m needs an absorption followed by a decay to a different state. The rate is the product of the two factors:

from 0 to +1: W · (2/3) · (1/6) = W/9, and the same from 0 to −1;

from +1 to 0: W · (1/2) · (1/2) = W/4, and the same from −1 to 0.

One cycle cannot take an atom from +1 to −1 or back, since the excited state M = +1 does not decay to m = −1.

*The balance.* Let p₊, p₀, p₋ be the populations, with sum one. The states m = ±1 exchange atoms with m = 0 alone:

dp₊/dt = (W/9)p₀ − (W/4)p₊,

dp₋/dt = (W/9)p₀ − (W/4)p₋.

In the steady state both derivatives vanish, so

p₊ = p₋ = (4/9)p₀.

The sum of the populations is then

p₀(1 + 4/9 + 4/9) = (17/9)p₀ = 1,

and therefore

p₋ = 4/17, p₀ = 9/17, p₊ = 4/17,

or 0.235, 0.529 and 0.235. The scale W has dropped out: in this limit the intensity and the detuning set how fast the steady state is reached, but not what it is.

*Why populations suffice.* Light with q = 0 leaves the projection unchanged. A decay that emits q lowers the projections on both sides of a coherence |M⟩⟨M′| by the same amount, so the difference M − M′ is preserved. Populations have difference zero and cannot turn into coherences between different m.

Coherences present at the start must also die out. Take the one between m = +1 and m = −1. It is lost at half the sum of the two absorption rates:

(1/2)(W/2 + W/2) = W/2.

Part of it is carried through the excited level and returns. Excitation transfers it at the rate W C(+1,0)C(−1,0) = W/2. Decay with q = 0 returns the fraction C(+1,0)C(−1,0) = 1/2. Decay with q = ±1 returns nothing, because one of the two states would need a partner with m = ±2. The refilling rate is thus W/4, and the net decay rate is

W/2 − W/4 = W/4.

The light shifts of m = ±1 are equal, so this coherence does not oscillate. The coherences between m = 0 and m = ±1 were covered numerically: for the parameters below, the master equation of all eight states has a single mode that does not decay, and that mode is the steady state. Their decay rates depend on the detuning: they are close to W/4 at δ = Γ, but on resonance the slowest of them is only W/12.

*Reading the result.* The state m = 0 absorbs most strongly and still ends up with the largest population. What counts is the rate of leaving and where the atoms go, not the rate of absorbing. From m = 0 an atom is excited at 2W/3 but returns to m = 0 with probability 2/3, so it leaves at

(2W/3)(1/3) = 2W/9 ≈ 0.22W.

From m = ±1 it leaves at W/4 = 0.25W, slightly faster. The ratio of p₀ to p₊ + p₋ is the inverse ratio of these rates, (1/4)/(2/9) = 9/8, as found, because atoms leaving m = ±1 can only arrive in m = 0. This one-sided exchange, more than the small difference of the rates, makes m = 0 the fullest state: both outer states feed it, and even with equal leaving rates it would hold half the atoms. Had every decay led to the three ground states with equal probability, p would be proportional to 1/C(m,0)², that is to 2, 3/2, 2. The populations would be 4/11, 3/11, 4/11, with m = 0 the emptiest. The branching ratios reverse the order.

The populations of +1 and −1 are equal, so the atom has no mean angular momentum along the axis. It is aligned, not oriented.

*The role of the axis.* The three fractions belong to the polarization axis. The steady density matrix is

(4/17) · (unit matrix) + (5/17)|0⟩⟨0|.

Consider an axis x perpendicular to the polarization z. In the state |0⟩ the mean of Jₓ² + J_y² is 2, and by symmetry each term contributes 1. Since Jₓ² has the eigenvalues 0 and 1, the state |0⟩ contains no part with projection 0 along x. The mean of Jₓ is zero, so the projections +1 and −1 have weight 1/2 each. Counted along x, the same atoms have the populations

projection ±1: 4/17 + 5/34 = 13/34 each; projection 0: 4/17 = 8/34,

together with a coherence of magnitude 5/34 between +1 and −1. Rate equations for populations alone would fail along x, which is why the polarization axis is the right choice.

*Numbers.* Take the round values Γ = 3.0×10⁷ s⁻¹, Ω = 3.0×10⁶ s⁻¹ and δ = 3.0×10⁷ s⁻¹. Then

s = (4.5×10¹² s⁻²)/(9.0×10¹⁴ s⁻² + 2.25×10¹⁴ s⁻²) = 0.004,

W = (3.0×10⁷ s⁻¹)(0.004)/2 = 6.0×10⁴ s⁻¹.

The steady state of the full master equation, which keeps the excited level and all coherences, gives the shares 0.23525, 0.52949, 0.23525 within the ground level. The weak-light value for m = 0 is 0.52941. The coherence between m = ±1, started at 0.5, has fallen to 0.1841 at t = 4/W, where the decay rate W/4 predicts 0.5/e = 0.1839.

*When a magnetic field is present.* The direction of the field matters. Let it act on the ground level alone, with a Larmor frequency equal to W.

Along the polarization, the field shifts the energies of m = ±1 by ±W in units of ħ and mixes no states. The master equation gives 0.2360, 0.5295, 0.2345 for m = +1, 0, −1. The small asymmetry follows from the detuning. Raising the state m = +1 brings its transition frequency down and its detuning up to δ + W. With W = 0.002Γ and δ = Γ, this lowers its absorption rate by the relative amount

2δW/(δ² + Γ²/4) = 0.004/1.25 = 0.0032.

The rate of m = −1 rises by as much. The populations of these two states vary inversely with their absorption rates, so they differ by about 2 × 0.0032 × 0.235 = 0.0015, as found. The size and sign of this asymmetry belong to a field that shifts the ground level alone. In a real atom the excited state M = m is shifted too, and only the difference of the two shifts changes the detuning: with equal Larmor frequencies in both levels the asymmetry vanishes, and with a larger one in the excited level it changes sign. A field along the axis is harmless while its shifts change the absorption rates little; shifts much smaller than Γ ensure this.

Across the polarization, the same field turns the alignment away from the axis while the light restores it. The shares become 0.2914, 0.4173, 0.2914, much closer to equal populations. At a detuning of order Γ, as here, a transverse field must therefore be small on the scale of W, not merely on the scale of Γ. For weak light this is a far stricter condition, here by a factor of 500. The condition relaxes far from resonance. The real part of ρ shifts the state m by (Ωₘ/2) Re ρ/g = C(m,0)² sδ/2, so m = 0 and m = ±1 are split by s|δ|/12 = W|δ|/(6Γ). This splitting exceeds W only for |δ| > 6Γ. Well beyond that it detunes the mixing caused by the field, and the tolerable Larmor frequency grows in proportion to W|δ|/Γ.

**Variation 1: how fast is the steady state reached, and does the fluorescence show it?**

The state m = 0 loses atoms at the total rate 2W/9 and gains them from the other two at W/4. With p₊ + p₋ = 1 − p₀,

dp₀/dt = −(2/9)W p₀ + (W/4)(1 − p₀) = W/4 − (17/36)W p₀,

because 2/9 + 1/4 = 8/36 + 9/36 = 17/36. Starting from equal populations, the initial deviation from the steady value is 1/3 − 9/17 = −10/51, so

p₀(t) = 9/17 − (10/51) exp(−t/τ), with τ = 36/(17W).

For the parameters above, 1/τ = 2.83×10⁴ s⁻¹ and τ = 35.3 µs. At t = τ the formula gives p₀ = 0.4573 and the master equation 0.4571; at 3τ the values are 0.5196 and 0.5197. The differences are well below s, the order of the error made by eliminating the excited level.

If p₊ and p₋ differ at the start, subtracting their two equations gives

d(p₊ − p₋)/dt = −(W/4)(p₊ − p₋).

An initial orientation along the polarization axis thus fades about half as fast as the alignment builds up. For a sample that starts with unequal p₊ and p₋ and without coherences, this slower rate sets the waiting time.

The scattering rate per atom is the mean absorption rate:

R = W[(2/3)p₀ + (1/2)(1 − p₀)] = W(1/2 + p₀/6).

For p₀ = 1/3 this is 5W/9 = 3.33×10⁴ s⁻¹. For p₀ = 9/17 it is 10W/17 = 3.53×10⁴ s⁻¹. The total fluorescence, summed over all directions, rises by the factor

(10/17)/(5/9) = 18/17 ≈ 1.059

as atoms gather in the state that absorbs best. A detector that looks from one direction sees a different change, because the emission pattern changes too. Along the polarization axis only decays with q = ±1 are visible, and their rate per atom falls from 13W/54 to 4W/17, by about 2 per cent. During one time constant an atom scatters about 3.53×10⁴ s⁻¹ × 35.3 µs ≈ 1.2 photons at the final rate, so few scattering events suffice to align it.

The master equation gives a ratio of 1.0576 when the early signal is taken at t = 20/Γ, after the optical transient. By then t/τ ≈ 0.019, so about 1.9 per cent of the 5.9 per cent rise has already taken place. This lowers the expected ratio by about 0.001 and accounts for the difference from 1.0588.

**Variation 2: what changes when the light is not weak?**

Now keep the excited populations e₊, e₀, e₋ beside the ground populations g₊, g₀, g₋. The states M = ±2 stay empty, since light with q = 0 does not reach them. In the steady state the coherence ρ is constant, so the excitation rate W C(m,0)²(g − e) derived above holds at any s within this model. It must equal the decay rate:

W C(m,0)²(gₘ − eₘ) = Γeₘ.

With W = Γs/2 this gives

gₘ = eₘ[1 + 2/(s C(m,0)²)],

g₀ = e₀(1 + 3/s), g₊ = e₊(1 + 4/s).

The light moves atoms within each pair of equal m; spontaneous decay alone moves them between pairs. The flow from the pair m = 0 to the pair m = +1 is Γe₀/6, and the flow back is Γe₊/2. Their balance requires

e₀ = 3e₊.

The pair m = −1 obeys the same equations, so e₋ = e₊ and g₋ = g₊. The sum of all populations is

2e₊ + 3e₊ + 2e₊(1 + 4/s) + 3e₊(1 + 3/s) = e₊(10 + 17/s) = 1.

Hence

e₊ = e₋ = s/(17 + 10s), e₀ = 3s/(17 + 10s),

g₊ = g₋ = (4 + s)/(17 + 10s), g₀ = (9 + 3s)/(17 + 10s).

For s → 0 the excited level empties and the earlier fractions return. The correction can be stated precisely. Since g₀ + g₊ + g₋ = (17 + 5s)/(17 + 10s), the share of m = 0 within the ground level is

(9 + 3s)/(17 + 5s) = 9/17 + 6s/[17(17 + 5s)].

At s = 0.004 the last term is 0.00008, which is the difference between 0.52949 and 0.52941 seen above.

At s = 2 the master equation gives the ground populations 0.162, 0.405, 0.162 and the excited populations 0.054, 0.162, 0.054, in agreement with the formulas. About 27 per cent of the atoms are then excited, so 4/17 and 9/17 no longer describe the ground populations of the whole sample. The shares within the ground level, 0.222, 0.556, 0.222, have moved far less. For s → ∞ they tend to 1/5, 3/5, 1/5, and half of all atoms are excited. Saturation thus removes up to half of the atoms from the ground level, while the share of m = 0 within that level rises only from 9/17 to 3/5.

The values used here are listed in the numerical output.

Values computed for the example and the checks

```
Squared coefficients (dimensionless)
  ground m=+0, photon q=+0: 2/3
  ground m=+1, photon q=+0: 1/2
  ground m=+1, photon q=-1: 1/6
  ground m=+0, photon q=+1: 1/2
  ground m=+1, photon q=+1: 1
Transfer rate 0 -> +1, units of W: 1/9
Transfer rate +1 -> 0, units of W: 1/4
Weak-light populations m=+1,0,-1: 4/17 9/17 4/17
  as decimals: 0.23529 0.52941 0.23529
Decay rate Gamma: 3.00e+07 s^-1
Rabi frequency Omega: 3.00e+06 s^-1
Detuning delta: 3.00e+07 s^-1
Saturation parameter s: 0.0040
Pumping scale W: 6.000e+04 s^-1
Relaxation rate 17W/36: 2.8333e+04 s^-1
Time constant tau: 35.29 microseconds
Share of m=0 in the ground level during pumping
  t=0.5 tau: formula 0.4105, master eq. 0.4103
  t=1.0 tau: formula 0.4573, master eq. 0.4571
  t=3.0 tau: formula 0.5196, master eq. 0.5197
Scattering rate, equal populations: 3.3333e+04 s^-1
Scattering rate, steady, weak limit: 3.5294e+04 s^-1
Ratio of these rates: 1.0588
Ratio late/early from master eq.: 1.0576
Coherence +1/-1 at t=4/W, formula: 0.1839
Coherence +1/-1 at t=4/W, master eq.: 0.1841
Master equation, weak drive, s=0.004
  ground m=+1,0,-1: 0.23498 0.52887 0.23498
  excited M=+1,0,-1: 0.00023 0.00070 0.00023
  share within ground: 0.23525 0.52949 0.23525
Master equation, strong drive, s=2.000
  ground m=+1,0,-1: 0.16216 0.40541 0.16216
  excited M=+1,0,-1: 0.05405 0.16216 0.05405
  share within ground: 0.22222 0.55556 0.22222
Ground shares m=+1,0,-1 with Larmor frequency W
  field along polarization: 0.2360 0.5295 0.2345
  field across polarization: 0.2914 0.4173 0.2914
```
